# Janak's theorem for the PAW functional and the Mermin free energy, part 1

(Sections cited here and not found follow in the second part.)

Let $E[\{\tilde\psi_n\},\{f_n\}]$ be the PAW total energy of $M$ pseudo spin-orbitals with occupations $0\le f_n\le1$, in Hartree units. Nuclei, cores, partial waves and projectors are fixed, so the overlap operator $S$ does not depend on the $f_n$. Let $E(f)$ be the value of $E$ on a differentiable branch of points that are stationary under $\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}$. Then

$$\frac{\partial E}{\partial f_n}=\varepsilon_n,\qquad \tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n. \tag{1}$$

For the Mermin free energy $A=E-T\Sigma$, with $\Sigma$ the entropy of the occupations,

$$\frac{\partial A}{\partial f_n}=\varepsilon_n+k_BT\ln\frac{f_n}{1-f_n}, \tag{2}$$

and the minimum at fixed electron number $N$ has Fermi–Dirac occupations, with $dA/dN=\mu$ and $dA/dT=-\Sigma$.

### The functional

One atom at the origin is written out; further atoms add sums over sites. $\phi_i$ and $\tilde\phi_i$ are all-electron and pseudo partial waves, equal outside an augmentation sphere, and the projectors obey $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. The all-electron orbital is $\mathcal T\tilde\psi$ with $\mathcal T=1+\sum_i|\Delta_i\rangle\langle p_i|$ and $\Delta_i=\phi_i-\tilde\phi_i$. If the $\tilde\phi_j$ are complete in the sphere, $\langle\Delta_i|=\sum_j\langle\Delta_i|\tilde\phi_j\rangle\langle p_j|$, and $\mathcal T^\dagger\mathcal T-1$ has the coefficients $\langle\Delta_i|\tilde\phi_j\rangle+\langle\tilde\phi_i|\Delta_j\rangle+\langle\Delta_i|\Delta_j\rangle=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle$. Thus

$$S=1+\sum_{ij}|p_i\rangle\Delta S_{ij}\langle p_j|,\qquad \Delta S_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle. \tag{3}$$

With a finite set of partial waves (3) is the definition of $S$. The proof uses only that $S$ is Hermitian, positive definite and fixed; completeness is not needed.

Define the pseudo density operator and its projections,

$$\gamma=\sum_nf_n|\tilde\psi_n\rangle\langle\tilde\psi_n|,\qquad \rho_{ij}=\langle p_i|\gamma|p_j\rangle. \tag{4}$$

The valence densities are $\tilde n(\mathbf r)=\langle\mathbf r|\gamma|\mathbf r\rangle$, $n^1=\sum_{ij}\rho_{ij}\phi_i\phi_j^*$ and $\tilde n^1=\sum_{ij}\rho_{ij}\tilde\phi_i\tilde\phi_j^*$, summed over spin. Electrons count as positive density. The compensation charge restores the multipoles lost in pseudization. With real multipole functions $m_L\propto r^lY_L$, $m_0=1$, and fixed shapes obeying $\int g_Lm_{L'}=\delta_{LL'}$,

$$\hat n=\sum_LQ_Lg_L,\quad Q_L=Q_L^0+\sum_{ij}\rho_{ij}\Delta_{L,ji},\quad \Delta_{L,ji}=\int m_L(\phi_j^*\phi_i-\tilde\phi_j^*\tilde\phi_i). \tag{5}$$

Since $m_0=1$, $\Delta_{0,ij}=\Delta S_{ij}$. The constant $Q_0^0=\int(n_c-\tilde n_c)-Z$ holds the frozen core $n_c$, the pseudo core $\tilde n_c$ and the nucleus. In Blöchl's form $E=\tilde E+E^1-\tilde E^1$, with $\hat t=-\tfrac12\nabla^2$,

$$\begin{aligned}\tilde E&=\mathrm{Tr}(\hat t\gamma)+E_H[\tilde n+\tilde n_c+\hat n]+\int\bar v\,\tilde n+E_{xc}[\tilde n+\tilde n_c],\\ E^1&=T_c+\sum_{ij}\rho_{ij}\langle\phi_j|\hat t|\phi_i\rangle+E_H[n^1+n_c]-Z\int\frac{n^1+n_c}{r}+E_{xc}[n^1+n_c],\\ \tilde E^1&=\sum_{ij}\rho_{ij}\langle\tilde\phi_j|\hat t|\tilde\phi_i\rangle+E_H[\tilde n^1+\tilde n_c+\hat n]+\int\bar v\,\tilde n^1+E_{xc}[\tilde n^1+\tilde n_c].\end{aligned}\tag{6}$$

$T_c$ is the core kinetic energy and $\bar v$ a fixed local potential; the constant self-energy of the nucleus is dropped. $E_{xc}$ is a differentiable LDA or GGA functional, written for the total density; with spin densities $v_{xc}$ carries a spin index and the steps are the same. Orbitals and occupations enter (6) only through $\gamma$, and every density is linear in $\gamma$ up to a constant.

### The Hamiltonian as the derivative with respect to $\gamma$

Vary $\gamma$ and use $\delta E_H[n]=\int v_H[n]\,\delta n$ and $\delta E_{xc}[n]=\int v_{xc}[n]\,\delta n$. Write $\tilde v_H=v_H[\tilde n+\tilde n_c+\hat n]$ and $\tilde v_H^1=v_H[\tilde n^1+\tilde n_c+\hat n]$. In $\tilde E$ both $\tilde n$ and $\hat n$ change, the latter by $\sum_Lg_L\sum_{ij}\delta\rho_{ij}\Delta_{L,ji}$:

$$\delta\tilde E=\mathrm{Tr}[(\hat t+\tilde v)\delta\gamma]+\sum_{ij}\delta\rho_{ij}\hat D_{ji},\qquad \hat D_{ij}=\sum_L\Delta_{L,ij}\int g_L\tilde v_H, \tag{7}$$

with $\tilde v=\tilde v_H+\bar v+v_{xc}[\tilde n+\tilde n_c]$. In the one-centre terms $\int v\,\delta n^1=\sum_{ij}\delta\rho_{ij}\langle\phi_j|v|\phi_i\rangle$, so $\delta E^1=\sum\delta\rho_{ij}D^1_{ji}$ and $\delta\tilde E^1=\sum\delta\rho_{ij}\tilde D^1_{ji}$, where

$$\begin{aligned}D^1_{ij}&=\langle\phi_i|\hat t+v_H[n^1+n_c]-Z/r+v_{xc}[n^1+n_c]|\phi_j\rangle,\\ \tilde D^1_{ij}&=\langle\tilde\phi_i|\hat t+\tilde v_H^1+\bar v+v_{xc}[\tilde n^1+\tilde n_c]|\tilde\phi_j\rangle+\sum_L\Delta_{L,ij}\int g_L\tilde v_H^1.\end{aligned}\tag{8}$$

Because $\delta\rho_{ij}=\mathrm{Tr}(|p_j\rangle\langle p_i|\,\delta\gamma)$, each sum $\sum\delta\rho_{ij}X_{ji}$ is the trace of $\delta\gamma$ with $\sum|p_j\rangle X_{ji}\langle p_i|$. Collecting terms,

$$\delta E=\mathrm{Tr}(\tilde H\,\delta\gamma),\qquad \tilde H=\hat t+\tilde v+\sum_{ij}|p_i\rangle(D^1-\tilde D^1+\hat D)_{ij}\langle p_j|. \tag{9}$$

All potentials are real and $\Delta_{L,ij}^*=\Delta_{L,ji}$, so $\tilde H$ is Hermitian. The role of $\hat D$ shows under a constant shift $c$ of $\tilde v_H$: the local term gains $c$, and $\hat D_{ij}$ gains $c\,\Delta S_{ij}$ because $\int g_L=\delta_{L0}$. Hence $\tilde H\to\tilde H+cS$ and every $\varepsilon_n$ shifts by $c$, which fails if $\hat D$ is left out.

From (4), $\delta\gamma=\sum_n\big(\delta f_n|\tilde\psi_n\rangle\langle\tilde\psi_n|+f_n|\delta\tilde\psi_n\rangle\langle\tilde\psi_n|+f_n|\tilde\psi_n\rangle\langle\delta\tilde\psi_n|\big)$. The last two terms give complex-conjugate traces, so with $H_{mn}=\langle\tilde\psi_m|\tilde H|\tilde\psi_n\rangle$

$$\delta E=\sum_nH_{nn}\,\delta f_n+\sum_nf_n\,2\,\mathrm{Re}\langle\delta\tilde\psi_n|\tilde H|\tilde\psi_n\rangle. \tag{10}$$

### Stationarity under the constraint

The matrix $\langle\tilde\psi_m|S|\tilde\psi_n\rangle-\delta_{mn}$ is Hermitian and holds $M^2$ real conditions; their $M^2$ real multipliers form a Hermitian matrix $\Lambda$, which makes

$$L=E-\sum_{mn}\Lambda_{nm}\big(\langle\tilde\psi_m|S|\tilde\psi_n\rangle-\delta_{mn}\big) \tag{11}$$

real. At fixed $f$, the coefficient of $\langle\delta\tilde\psi_n|$ in $\delta L$ must vanish. It is $f_n\tilde H\tilde\psi_n$ from (10), less the terms of the sum whose bra carries the label $n$:

$$f_n\tilde H\tilde\psi_n=\sum_mS\tilde\psi_m\Lambda_{mn}. \tag{12}$$

Projecting on $\langle\tilde\psi_k|$ and using the constraint gives $\Lambda_{kn}=f_nH_{kn}$. Hermiticity of $\Lambda$ and of $\tilde H$ gives also $\Lambda_{kn}=\Lambda_{nk}^*=f_kH_{nk}^*=f_kH_{kn}$. Subtracting,

$$(f_n-f_k)H_{kn}=0. \tag{13}$$

This is stationarity under mixing of two orbitals. The rotation $\tilde\psi_a(\theta)=\cos\theta\,\tilde\psi_a+\sin\theta\,\tilde\psi_b$, $\tilde\psi_b(\theta)=-\sin\theta\,\tilde\psi_a+\cos\theta\,\tilde\psi_b$ preserves the constraint and has $\tilde\psi_a'=\tilde\psi_b(\theta)$, $\tilde\psi_b'=-\tilde\psi_a(\theta)$, so (10) gives

$$\frac{dE}{d\theta}=2f_a\mathrm{Re}H_{ba}-2f_b\mathrm{Re}H_{ab}=2(f_a-f_b)\,\mathrm{Re}H_{ab}(\theta). \tag{14}$$

If $f_n>0$ differs from all other occupations, (13) removes every off-diagonal term of (12), and division by $f_n$ leaves $\tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n$ with $\varepsilon_n=H_{nn}=\Lambda_{nn}/f_n$. The multiplier is $f_n\varepsilon_n$, not $\varepsilon_n$. Within a block of equal $f>0$ a unitary mixing leaves $\gamma$, and therefore $E$ and $\tilde H$, unchanged, so $H_{kn}$ can be diagonalized there; the resulting orbitals are called canonical.

### Proof of Janak's theorem

Let $f_n(s)$ be a path of occupations and $\tilde\psi_n(s)$ a differentiable family obeying (12) and the constraint for every $s$. The phase of each orbital, a unitary mixing within a block of equal occupation, and any change of an orbital with $f=0$ leave $\gamma$ and $E$ unchanged, so the constrained second variation of $E$ is singular along them. If these freedoms are the same all along the path and are fixed by a convention, the implicit function theorem gives such a family wherever the remaining second variation is non-singular. Where occupations coincide or vanish only at one point of the path, the existence of the branch is assumed, as in the statement of the theorem. With a prime for $d/ds$, (10) gives $E'=\sum_nH_{nn}f_n'+R$, and (12) turns the relaxation term $R$ into

$$R=\sum_m2\,\mathrm{Re}\langle\tilde\psi_m'|f_m\tilde H\tilde\psi_m\rangle=\sum_{km}\big(\Lambda_{km}\langle\tilde\psi_m'|S|\tilde\psi_k\rangle+\Lambda_{km}^*\langle\tilde\psi_k|S|\tilde\psi_m'\rangle\big).$$

In the second term $\Lambda_{km}^*=\Lambda_{mk}$; exchanging the names $k$ and $m$ makes it $\Lambda_{km}\langle\tilde\psi_m|S|\tilde\psi_k'\rangle$. The constraint holds for all $s$, so its derivative vanishes: $\langle\tilde\psi_m'|S|\tilde\psi_k\rangle+\langle\tilde\psi_m|S|\tilde\psi_k'\rangle+\langle\tilde\psi_m|S'|\tilde\psi_k\rangle=0$. Therefore

$$R=-\sum_{km}\Lambda_{km}\langle\tilde\psi_m|S'|\tilde\psi_k\rangle. \tag{15}$$

For a fixed dataset $S'=0$, so $R=0$ and

$$\frac{dE}{ds}=\sum_nH_{nn}\,\frac{df_n}{ds}. \tag{16}$$

It remains to show that $H_{nn}$ is an eigenvalue. Vary $f_n$ alone, $f_n(s)=f_n+s$. For small $s\ne0$ (and $s>0$ if $f_n=0$) the occupation $f_n(s)$ is positive and differs from all the others, so $\tilde\psi_n(s)$ obeys the eigenvalue equation. The branch is continuous, so the equation holds at $s=0$ too, even if $f_n$ is zero or shared with other orbitals. Then (16) is (1). At $f_n=0$ and $f_n=1$ only one direction is allowed and the derivative is one-sided. The argument needs stationarity only, so it covers excited configurations, and it holds exactly in any fixed finite basis, with $\tilde H$ and $S$ as matrices.

By (10) and (16), the slope with frozen orbitals, $H_{nn}$, equals the slope with relaxed ones. Where the branch is differentiable in $s$, the energies part at second order: at $f_n+s$ the frozen orbitals are allowed and lie a distance $O(s)$ from a stationary point, so they miss its energy by $O(s^2)$, from above if that point is a minimum. At $f_n=0$ this can fail in the LDA: where the new orbital dominates the density, the $n^{4/3}$ term changes the potential as $s^{1/3}$, and the gap may vanish more slowly than $s^2$, as for a hydrogen atom filled from zero charge. If a shell of $g$ symmetry-equivalent spin-orbitals shares $f$ and $\varepsilon$, (16) gives $E'=g\varepsilon f'$, that is $\partial E/\partial F=\varepsilon$ for the shell occupation $F=gf$. Integrating between two configurations,

$$E(F_2)-E(F_1)=\int_{F_1}^{F_2}\varepsilon(F)\,dF. \tag{17}$$

For $F_2-F_1=1$, a Taylor expansion about the midpoint $\bar F$ loses its odd terms and $\int_{-1/2}^{1/2}\tfrac12x^2dx=\tfrac1{24}$, so the integral is $\varepsilon(\bar F)+\varepsilon''(\bar F)/24+\dots$ The first term is Slater's transition state.

### Where the theorem needs care

*Equal occupations.* Let $f_a=f_b$ and $\varepsilon_a<\varepsilon_b$. The rotated pair is stationary for every $\theta$, with

$$H_{aa}(\theta)=\cos^2\theta\,\varepsilon_a+\sin^2\theta\,\varepsilon_b,\qquad H_{ab}(\theta)=\sin\theta\cos\theta\,(\varepsilon_b-\varepsilon_a). \tag{18}$$

Unless $\theta$ is a multiple of $\pi/2$, its frozen slope is neither $\varepsilon_a$ nor $\varepsilon_b$, and no branch starts from it: once $f_a$ changes by $s$, (14) gives $dE/d\theta=2sH_{ab}\neq0$. To first order $E=E_0+sH_{aa}(\theta)$. The lowest value over $\theta$ is $E_0+s\varepsilon_a$ for $s>0$ and $E_0+s\varepsilon_b$ for $s<0$, so the minimized energy has a kink, with right slope $\varepsilon_a$ and left slope $\varepsilon_b$. Each branch separately is smooth and obeys (1).

*An overlap that follows the occupations.* If $S'\neq0$, (15) with canonical orbitals gives

$$\frac{dE}{df_n}=\varepsilon_n-\sum_mf_m\varepsilon_m\Big\langle\tilde\psi_m\Big|\frac{\partial S}{\partial f_n}\Big|\tilde\psi_m\Big\rangle, \tag{19}$$

plus the explicit derivative of (6) if partial waves, projectors or core change in the functional as well.

*Orbital-dependent functionals.* Any differentiable functional of $\gamma$, including exact exchange written in $\gamma$, has a common $\tilde H$ and the proof stands. The Perdew–Zunger self-interaction correction depends on each $f_n|\psi_n|^2$ separately; (9) is replaced by one operator $\tilde H_n$ per orbital and (13) is lost. The relaxation term still vanishes by the constraint, so $\partial E/\partial f_n=\langle\tilde\psi_n|\tilde H_n|\tilde\psi_n\rangle$, but this is a diagonal element and not an eigenvalue of a common operator.

Janak's theorem (1) is now proved for the PAW functional with a fixed overlap operator, and the cases of equal occupations, an occupation-dependent overlap and orbital-dependent functionals have been treated. It remains to prove (2) and the Fermi–Dirac occupations for the Mermin free energy, and to check the results numerically for carbon.
